# How lattice defects help acoustic phonons cool doped graphene, part 2

Electrons in doped graphene at temperature $T_e$ cool to a lattice at $T_l$ by emitting longitudinal acoustic phonons. Ordinary collisions allow only $\omega\le2sk_F$, but a defect can take up momentum and relax this limit. The problem is to find the power then lost, and for which kind of defect.

Here $\hbar=1$ and temperatures are energies. The Hamiltonian $H$ has a linear band of velocity $v$, with $\mu=vk_F$, $\omega=sq$, $s\ll v$ and $sk_F\ll T_e,T_l\ll\mu$. The density of states per spin and valley is $\nu_1=k_F/(2\pi v)$. The squared phonon vertex is $g^2\omega/\Omega$, with $g^2=D^2/(2\rho s^2)$, constant effective coupling $D$, mass per area $\rho$ and sample area $\Omega$. Part (a) left out gauge-field coupling. Bose functions at $T_e$ and $T_l$ are $n_e$ and $n_l$.

One-site defects have total density $n_i$, lie at random and occupy both sublattices equally. A site shift $U$ gives strength $u=U\Omega_c$, with $\Omega_c$ the unit-cell area. Defects are treated in the Born approximation, and $l$ is the transport mean free path. An electron scatters from $\mathbf k$ to $\mathbf k'$, at angle $\theta$.

Earlier results:

- (b) Emission minus absorption, integrated over electron energy, gives $\omega(n_e-n_l)$. Ordinary collisions, with $q=2k_F|\sin(\theta/2)|$, give
$$P_0=8\pi g^2\nu_1^2\left\langle\omega^3(n_e-n_l)\cos^2(\theta/2)\right\rangle_\theta .$$
With $n=T/\omega-1/2+\omega/(12T)+\dots$, the leading result is
$$P_0=4\pi g^2\nu_1^2(sk_F)^2(T_e-T_l).$$
- (c) The amplitude $M$ sums two time orders, phonon first or defect first. For $q\gg k_F$ their leading propagators have opposite signs.
- (d) For a smooth scalar defect the leading terms cancel, leaving, within one valley,
$$\langle|M|^2\rangle_{\rm smooth}=\frac{3u^2k_F^2}{v^2q^4}.$$
Quadratic terms of the lattice band, left out, would leave a remainder of their own.
- (e) For a one-site defect they do not cancel. For each final valley,
$$\langle|M|^2\rangle_{\rm site}=\frac{u^2}{2v^2q^2}.$$
- (f) If one-site defects alone determine $l$,
$$n_iu^2=\frac{2v^2}{k_Fl}.$$

### (g) The disorder-assisted power

*Question.* Add all transitions that involve one phonon and one one-site defect. How does the power depend on the two temperatures?

*Solution.* First collect the factors of area. The phonon contributes $1/\Omega$ to the squared matrix element and the defect contributes $1/\Omega^2$. There are $n_i\Omega$ defects. The sums over $\mathbf k$, $\mathbf k'$ and $\mathbf q$ each contribute a factor $\Omega$, and division by $\Omega$ turns the total power into power per area. All factors of $\Omega$ cancel.

There are two spins, two initial valleys and two final valleys, hence eight channels. Each transition transfers the energy $\omega$. With both electronic densities of states taken at $\mu$,

$$P=8\cdot2\pi n_i\nu_1^2\int\frac{d^2q}{(2\pi)^2}\;\omega\;g^2\omega\;\frac{u^2}{2v^2q^2}\;\omega(n_e-n_l).$$

The three factors of $\omega$ have different origins: the energy carried away, the phonon vertex, and the range of electron energies that can take part. The angular integral gives $d^2q/(2\pi)^2\to q\,dq/(2\pi)$, so

$$P=\frac{8\pi n_iu^2g^2\nu_1^2}{v^2}\,\frac1{2\pi}\int_0^\infty\frac{dq}{q}\,\omega^3(n_e-n_l).$$

Since $\omega=sq$, one has $dq/q=d\omega/\omega$. Therefore

$$P=\frac{4n_iu^2g^2\nu_1^2}{v^2}\int_0^\infty d\omega\,\omega^2(n_e-n_l).$$

The lower limit has been set to zero although the amplitude holds for $q\gg k_F$. The factor $\omega^2$ makes this region a small part of the integral when $T_e\gg sk_F$. Its size is estimated in part (j).

The integral follows from expanding the Bose function in exponentials:

$$\int_0^\infty\frac{\omega^2\,d\omega}{e^{\omega/T}-1}=\sum_{m=1}^\infty\int_0^\infty\omega^2e^{-m\omega/T}d\omega=\sum_{m=1}^\infty\frac{2T^3}{m^3}=2\zeta(3)T^3 .$$

Here $\zeta(3)=\sum_m m^{-3}\simeq1.202$. With $n_iu^2=2v^2/(k_Fl)$,

$$P=\frac{4g^2\nu_1^2}{v^2}\,\frac{2v^2}{k_Fl}\,2\zeta(3)(T_e^3-T_l^3),$$

or

$$P=A(T_e^3-T_l^3),\qquad A=\frac{16\zeta(3)g^2\nu_1^2}{k_Fl}.$$

This is the leading power for sharp one-site defects in the stated regime. It is positive when the electrons are hotter than the lattice and changes sign when the temperatures are exchanged. For a small difference $\Delta T=T_e-T_l$ it becomes $P\simeq3AT_l^2\Delta T$.

The cubic law comes from phonons with energies comparable to the temperature. The defect takes up their surplus momentum, so the bound $\omega\le2sk_F$ of ordinary collisions no longer applies. The number of phonon states grows as $q\,dq$, but the squared virtual propagator falls as $1/q^2$. Together with the three factors of $\omega$, this leaves the weight $\omega^2d\omega$, whose thermal integral is cubic.

A direct golden-rule integration tests the law and its prefactor. It covers the range $q>4k_F$ and keeps the full energy denominators, the spinors and the explicit Fermi and Bose factors. For $T_e/\mu=0.02$ and $T_l/\mu=0.01$, with $s/v$ small enough that thermal phonons have $q\gg k_F$, it agrees with the cubic law to within a few tenths of a percent. The same holds for the pair 0.03 and 0.02. A closer agreement would have no meaning, because the omitted soft range, the finite-parameter corrections and the cut-off of the numerical energy integral are each of order 0.1% and partly cancel.

### (h) Does smooth disorder give the same law?

*Question.* Replace the sharp defects by smooth scalar ones and find the temperature dependence of the contribution from $q\gg k_F$.

*Solution.* The mean square amplitude now has an additional factor proportional to $k_F^2/q^2=(sk_F)^2/\omega^2$. It removes the weight $\omega^2$ from the integral of part (g). Let $\omega_c$ be a lower limit of a few $sk_F$, below which the expansion in $k_F/q$ cannot be used. Then

$$P_{\rm smooth}\propto(sk_F)^2\int_{\omega_c}^\infty d\omega\,(n_e-n_l).$$

The integral of one Bose function is

$$\int_{\omega_c}^\infty\frac{d\omega}{e^{\omega/T}-1}=-T\ln\left(1-e^{-\omega_c/T}\right)\simeq T\ln\frac{T}{\omega_c},$$

where the last form assumes $\omega_c\ll T$. Thus

$$P_{\rm smooth}\propto(sk_F)^2\left[T_e\ln\frac{T_e}{\omega_c}-T_l\ln\frac{T_l}{\omega_c}\right].$$

Apart from logarithms, this is linear in temperature. Disorder by itself is therefore not enough for the cubic law in this model. The defect matrix must also be such that the leading terms of the two time orders do not cancel. A one-site defect meets this condition because it acts on one sublattice only. If phonons couple only through $D$, a sample whose mean free path is set mainly by smooth disorder may have a small $l$ and still lack the corresponding cubic cooling.

This need not hold for real graphene. The gauge-field coupling left out in part (a) is a sublattice matrix that does not commute with $H$. With it, the leading terms of a smooth scalar defect survive, and the mean square amplitude again falls only as $1/q^2$. The quadratic band terms mentioned in part (d) set a second limit. They leave a part of the amplitude that does not fall with $q$, so the weight in the integral becomes $\omega^4$ and this contribution grows as $T^5$. The nearly linear law therefore holds only while the thermal phonons are soft enough for these terms to be negligible.

### (i) When do defect-assisted collisions dominate?

*Question.* For one-site defects, compare $P$ with the ordinary power $P_0$. Estimate the temperature at which they are equal when $T_e$ and $T_l$ are close.

*Solution.* Divide the two formulas and use

$$T_e^3-T_l^3=(T_e-T_l)(T_e^2+T_eT_l+T_l^2).$$

The coupling $g$, the density of states and the temperature difference cancel:

$$\frac P{P_0}=\frac{16\zeta(3)}{k_Fl}\,\frac{T_e^2+T_eT_l+T_l^2}{4\pi(sk_F)^2}=\frac{4\zeta(3)}{\pi k_Fl}\,\frac{T_e^2+T_eT_l+T_l^2}{(sk_F)^2}.$$

The defect-assisted process costs a factor $1/(k_Fl)$, because it needs a defect. It gains a factor of order $(T/sk_F)^2$, because it uses the thermal phonons that ordinary collisions cannot reach.

For $T_e\simeq T_l=T$ the sum of squares is $3T^2$. Setting the ratio to one gives

$$T_*=sk_F\left[\frac{\pi k_Fl}{12\zeta(3)}\right]^{1/2}.$$

Both power formulas assume $T\gg sk_F$. The expression for $T_*$ is therefore consistent when $k_Fl$ is large enough to make the square root much larger than one. For moderate $k_Fl$ it is an estimate.

### (j) Numbers for graphene

*Question.* Take graphene with the round parameters $\hbar v=6.5$ eV Å, $v/s=50$, $\mu=0.1$ eV, $k_Fl=20$ and $D=20$ eV. The carbon bond length is 1.42 Å. The temperatures are $T_e=0.012$ eV and $T_l=0.006$ eV. Evaluate the power and judge the approximations.

*Solution.* The Fermi momentum and the phonon energy scale are

$$k_F=\frac{0.1}{6.5}=0.0154\ \text{Å}^{-1},\qquad \hbar sk_F=0.13\times0.0154=0.0020\ \text{eV}.$$

The temperatures are thus 6 and 3 times $\hbar sk_F$. The ratio $T_e/\mu$ is 0.12, and the mean free path is $20/k_F=1300$ Å.

The example assumes that one-site defects alone set this mean free path. Then $n_iu^2=2(\hbar v)^2/(k_Fl)=4.2$ eV$^2$ Å$^2$, and in the Born approximation a site shift of 5 eV would require defects on about 1.6% of the atoms. A shift of this size is only marginally within the Born regime. Repeated scattering on the same site changes the required fraction to about 1.9% for $+5$ eV and 1.4% for $-5$ eV. It also allows the phonon to be emitted between two scatterings on one defect, a process not absorbed into $l$. At fixed $l$ this raises the power from $q>4k_F$ by roughly 5% for $+5$ eV and 20% for $-5$ eV. A shift of 1 eV keeps this correction within about 2%, but it would need defects on about 40% of the atoms. If other disorder contributes to the same $l$, the one-site power is smaller than the value found below.

The bond length and the carbon mass fix the mass density. Together with the sound velocity they give $\rho s^2=18.5$ eV Å$^{-2}$, so

$$g^2=\frac{20^2}{2\times18.52}=10.8\ \text{eV Å}^2.$$

The density of states is

$$\nu_1=\frac{0.01538}{2\pi\times6.5}=3.77\times10^{-4}\ \text{eV}^{-1}\,\text{Å}^{-2}.$$

The formula for $A$, with the factor $1/\hbar$ restored to turn energy into a rate, gives

$$A=2.24\times10^{-3}\ \text{eV}^{-2}\,\text{Å}^{-2}\,\text{ps}^{-1}.$$

The difference of cubes is $0.012^3-0.006^3=1.512\times10^{-6}$ eV$^3$. Hence

$$P=2.24\times10^{-3}\times1.512\times10^{-6}=3.4\times10^{-9}\ \text{eV Å}^{-2}\,\text{ps}^{-1}.$$

This is about $5.4\times10^4$ W m$^{-2}$. The coefficient $A$ corresponds to about $0.023$ W m$^{-2}$ K$^{-3}$. Both scale as $D^2$, so they depend strongly on the chosen coupling and are not a prediction for a particular sample.

If $D$ is the same for soft and thermal phonons, it cancels in the comparison with ordinary collisions:

$$\frac P{P_0}=\frac{4\times1.202}{20\pi}\,\frac{(1.44+0.72+0.36)\times10^{-4}}{(0.0020)^2}=4.8 .$$

In graphene the carriers screen the soft phonons more strongly than the thermal ones. Static random-phase screening would raise this ratio by a factor that depends on the surroundings: about 2.7 for suspended graphene, about 2 for a background dielectric constant of 2.5 to 4, and 1.5 for a constant of 10.

The leading formula gives an ordinary power of $7.0\times10^{-10}$ eV Å$^{-2}$ ps$^{-1}$. The estimated crossover temperature is 0.0042 eV, about twice $\hbar sk_F$. The condition $T\gg sk_F$ is poorly met there, so this value marks a range and not a sharp point.

The Bose expansion used for $P_0$ can be checked at the example's temperatures. The next term of the Bose expansion multiplies the leading difference by $1-\omega^2/(12T_eT_l)$. Weighted as in part (b), the mean of $\omega^2$ is

$$\frac{\langle\omega^4\cos^2(\theta/2)\rangle}{\langle\omega^2\cos^2(\theta/2)\rangle}=\frac{16(sk_F)^4\langle\sin^4(\theta/2)\cos^2(\theta/2)\rangle}{(sk_F)^2/2}=2(sk_F)^2,$$

because the last angular average is $1/16$. The predicted reduction is $(sk_F)^2/(6T_eT_l)=0.9\%$ of $P_0$. Quadrature with the density of states and the momenta held at their Fermi-circle values gives 0.991 of the leading formula, in agreement.

The energy dependence left out there matters more. The two densities of states and the factor $q^2$ together grow as $\varepsilon^4$, whose thermal average is $\mu^4[1+2\pi^2(T_e/\mu)^2+\dots]$. At fixed $\mu$ this raises $P_0$ by about 28%, so the ratio 4.8 is a leading-order estimate.

Two corrections to the cubic law come from finite $k_F/q$ and finite $T/\mu$. The first concerns soft phonons. For $q\le2k_F$ an electron on the Fermi circle can reach a virtual state that is also on the Fermi circle. The denominator then vanishes, and the transition is an ordinary phonon collision combined with a separate elastic one. Simply adding the second-order rate in this region would count ordinary collisions again and would diverge unless the finite lifetime of the state were included.

The cubic formula assigns a share of about 5% of its power to $q<4k_F$. This follows the estimate obtained by replacing the Bose difference by $(T_e-T_l)/\omega$ up to $\omega_c=4sk_F$:

$$\frac{\omega_c^2}{4\zeta(3)(T_e^2+T_eT_l+T_l^2)}=\frac{(0.0080)^2}{4\times1.202\times2.52\times10^{-4}}\simeq0.05 .$$

The true contribution from that range has not been calculated. The 5% is the share assumed by the formula, not a bound on its error.

The second check concerns $q>4k_F$. There the golden-rule integration gives 1.05 times the leading law on the same range. The initial electron energies are kept between $\mu-7T_e$ and $\mu+\omega+7T_e$, because the rare electrons with still higher energies, starting about one $T_e$ above the window, can reach resonant virtual states even for $q>4k_F$. It includes the full virtual propagators and the energy dependence of the density of states, so the 5% excess is their combined effect. The two figures refer to different ranges of $q$, and neither is an error estimate for the total power.

The virtual electron also has to stay within the linear band. At the momentum $T_e/(\hbar s)=0.092$ Å$^{-1}$ its energy scale is 0.60 eV, six times the Fermi energy. The cubic integral draws mostly on phonons with energies of several $T_e$: about three quarters of the power comes from phonons with $\hbar vq$ above 1 eV. The linear band is therefore only an approximation in this example. Using the nearest-neighbour honeycomb band for the virtual states raises the one-site power from $q>4k_F$ by about 7%. Raising $T_e$ moves this scale upward in proportion. The cubic law therefore has a limit on the hot side as well, set by band curvature and by the condition $T_e\ll\mu$. On the cold side it fails when $T_e$ is no longer large compared with $sk_F$, because typical phonons then no longer satisfy $q\gg k_F$.

At the same thermal momentum, the mean square amplitude of a smooth scalar defect is $6(k_F\hbar s/T_e)^2=0.17$ of the one-site value, for equal $u$ and one final valley. The suppression found in part (d) is already substantial in this example. Within the linear-band model it becomes stronger as the phonon momentum rises, but the quadratic band terms mentioned there already limit it in this example. At $q=2.7\,T_e/(\hbar s)$, typical of the thermal phonons, the nearest-neighbour honeycomb band gives a ratio of about 0.05, where the linear band gives 0.02. The remaining checks are listed in the numerical output.

## Calculated quantities

```
TESTS
phonon vertex, numerical/formula: 0.99997
one-site mean square, same valley/law: 1.0019
one-site mean square, other valley/law: 1.0019
smooth scalar mean square/law: 1.0019
elastic rate, lattice/formula: 1.0077
deep regime Te/mu=0.02, Tl/mu=0.01: direct/cubic law = 1.0000
deep regime Te/mu=0.03, Tl/mu=0.02: direct/cubic law = 1.0005
ordinary collisions, direct/formula: 0.9908
EXAMPLE INPUTS
hbar v = 6.50 eV angstrom
v/s = 50
hbar s = 0.130 eV angstrom
mu = 0.100 eV
Te = 0.0120 eV = 139.3 K
Tl = 0.0060 eV = 69.6 K
kF l = 20
D = 20.0 eV
carbon bond length = 1.42 angstrom
EXAMPLE RESULTS
kF = 0.01538 1/angstrom
mean free path l = 1300 angstrom
phonon scale hbar s kF = 0.00200 eV
thermal phonon momentum Te/(hbar s) = 0.0923 1/angstrom
virtual energy v Te/s = 0.600 eV
rho s^2 = 18.522 eV/angstrom^2
g^2 = 10.798 eV angstrom^2
nu1 = 3.7670e-04 1/(eV angstrom^2)
n_i u^2 = 4.225 eV^2 angstrom^2
zeta(3) = 1.202057
Te^3 - Tl^3 = 1.5120e-06 eV^3
A = 2.2387e-03 1/(eV^2 angstrom^2 ps)
A in SI = 2.2952e-02 W/(m^2 K^3)
P = 3.3849e-09 eV/(angstrom^2 ps)
P in SI = 5.4232e+04 W/m^2
ordinary P0 = 7.0209e-10 eV/(angstrom^2 ps)
P/P0 = 4.821
estimated crossover temperature = 0.00417 eV
share of cubic law from q < 4 kF = 0.0509
q > 4 kF: full golden rule/leading law = 1.0524
smooth/one-site mean square at q=Te/(hbar s): 0.1667
```
